# Green-function transmission through a one-dimensional oxide channel, with validation

An electron crossing a short channel between two contacts may meet a barrier a few nanometres wide, for instance where the composition changes. Below the barrier top it tunnels, above the top it is still partly reflected, except at isolated resonance energies such as those of a rectangular barrier, and the contact occupations turn transmission into current. A simulator must get all three right, and an error in a contact term or a barrier edge can still give a smooth, plausible curve. This note derives a linear-cost scheme and three checks that detect different faults.

## Model and grid

The channel has one parabolic band of mass $m$, one transverse mode, spin degeneracy two and a prescribed potential $U(x)$. Transport is coherent. The mass is the same inside and outside the barrier, although a change of composition usually alters it and tunnelling is sensitive to it. Disorder, traps, phonons and self-consistent charge are left out, so the numbers below validate a solver; they do not predict the current of a real device.

Sites sit at cell centres, $x_j=(j-\tfrac12)a$, $j=1,\dots,N$. Replacing $\psi''$ by $(\psi_{j+1}-2\psi_j+\psi_{j-1})/a^2$ gives

$$H_{jj}=2t+U_j,\qquad H_{j,j\pm1}=-t,\qquad t=\frac{\hbar^2}{2ma^2}.$$

In a uniform lead with band edge $U_\ell$, the wave $e^{ikaj}$ has energy

$$E-U_\ell=2t(1-\cos ka),$$

so the lead band runs from $U_\ell$ to $U_\ell+4t$. The velocity is $v=\hbar^{-1}dE/dk=(2ta/\hbar)\sin ka$. Barrier edges lie midway between sites, so $M$ raised sites represent a width $L=Ma$.

## Contacts

Eliminating a half-infinite lead adds $\Sigma=t^2g$ to the end site, where $g$ is the Green function on the lead's surface site. Removing that site leaves an identical lead, hence

$$g=\frac{1}{E-U_\ell-2t-t^2g}.$$

Inside the band $E-U_\ell-2t=-2t\cos ka$. Writing $g=-\lambda/t$ and clearing the fraction gives $\lambda^2-2\lambda\cos ka+1=0$, so $\lambda=e^{\pm ika}$. The retarded function has a small positive imaginary part in $E$. Since $dE/dk>0$ for $0<ka<\pi$, $k$ also gains a positive imaginary part, and the root that decays into the lead is $e^{ika}$. Therefore

$$\Sigma=-te^{ika},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma=2t\sin ka=\frac{\hbar v}{a}.$$

Outside the band $\lambda$ is the real root with $|\lambda|<1$, and $\Gamma=0$.

## Injected waves and the density matrix

Let $D=E+i\eta-H-\Sigma_L-\Sigma_R$ and $G=D^{-1}$, with $\eta=0$ unless stated. A wave of unit amplitude arriving from the left has the lead form $\psi_j=e^{ika(j-1)}+re^{-ika(j-1)}$ for $j\le1$. Then

$$\psi_0=e^{-ika}+re^{ika}=e^{ika}\psi_1-2i\sin ka .$$

Inserting this in the equation at site 1, $(E-2t-U_1)\psi_1+t\psi_0+t\psi_2=0$, turns the first part of $\psi_0$ into $-\Sigma_L\psi_1$ and leaves a source:

$$(D\psi)_1=2it\sin ka=i\Gamma_L,\qquad \psi_j=i\Gamma_LG_{j1}.$$

Such waves have $a\,dk/2\pi=dE/(2\pi\Gamma_L)$ states per unit squared amplitude on a site. Weighting $\psi_i\psi_j^*$ by $f_L/\Gamma_L$, and adding the independent injection from the right, gives the density matrix per $dE/2\pi$:

$$n_{ij}=\Gamma_Lf_LG_{i1}G_{j1}^*+\Gamma_Rf_RG_{iN}G_{jN}^* .$$

This is $-iG^<$. In matrix form $n=GSG^\dagger$, where $S$ is diagonal with $\Gamma_Lf_L$ on site 1 and $\Gamma_Rf_R$ on site $N$.

## Current conservation

From $Dn=SG^\dagger$ and $nD^\dagger=GS$,

$$Dn-nD^\dagger=SG^\dagger-GS .$$

On an interior site the right side has no diagonal element, so $2i\eta n_{jj}-[H,n]_{jj}=0$. The hopping elements give

$$[H,n]_{jj}=-t\sum_{l=j\pm1}(n_{lj}-n_{jl})=-2it\sum_{l=j\pm1}\mathrm{Im}\,n_{lj},$$

because $n$ is Hermitian. Define the spectral bond current

$$J_{j\to j+1}=2t\,\mathrm{Im}\,n_{j+1,j}.$$

For $\psi_j=e^{ikaj}$, the product $\psi_{j+1}\psi_j^*$ gives $2t\sin ka>0$, a flow to the right. Since $\mathrm{Im}\,n_{j-1,j}=-\mathrm{Im}\,n_{j,j-1}$, the balance reads

$$J_{j-1\to j}-J_{j\to j+1}=2\eta n_{jj}.$$

At site 1 the self-energy adds $i\Gamma_Ln_{11}$ to the left side, and the right side is $\Gamma_Lf_L(G_{11}^*-G_{11})=i\Gamma_Lf_LA_{11}$ with $A_{jj}=-2\,\mathrm{Im}\,G_{jj}$. Thus

$$J_L=\Gamma_L(f_LA_{11}-n_{11})=J_{1\to2}+2\eta n_{11}.$$

The same step at site $N$ gives the outgoing current

$$J_R=\Gamma_R(n_{NN}-f_RA_{NN})=J_{N-1\to N}-2\eta n_{NN}.$$

Summing over sites,

$$J_L-J_R=2\eta\sum_jn_{jj}.$$

For $\eta=0$ all bond and contact currents are equal. To obtain their value, use $G-G^\dagger=G(D^\dagger-D)G^\dagger$ with $D^\dagger-D=-i\Gamma$, where $\Gamma$ is now the diagonal matrix of both contact terms. Hence $A=i(G-G^\dagger)=G\Gamma G^\dagger$ and $A_{NN}=\Gamma_L|G_{N1}|^2+\Gamma_R|G_{NN}|^2$. In $J_R$ the terms with $|G_{NN}|^2$ cancel, leaving

$$J=T(f_L-f_R),\qquad T=\Gamma_L\Gamma_R|G_{N1}|^2 .$$

The particle rate is $J/\hbar$ per $dE/2\pi$. With two spins the magnitude of the electrical current is

$$I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .$$

Below the left band edge $\Gamma_L=0$, so $J$ vanishes although the right lead may still be open.

Conservation holds for any real potential and any end-site self-energies consistent with their $\Gamma$. It therefore checks the Green function and the current formula, but cannot reveal a wrong barrier or a poor contact.

## Algorithm

The matrix $D$ has diagonal $d_j$ and off-diagonal elements $+t$. For the last column, row 1 of $DG=1$ gives $G_{1N}=-tg_1G_{2N}$ with $g_1=1/d_1$. Substituting each result in the next row gives

$$g_j=\frac{1}{d_j-t^2g_{j-1}},\qquad G_{jN}=-tg_jG_{j+1,N},\qquad G_{NN}=g_N .$$

The first column follows from the mirror recursion.

```
for each energy E:
    find Sigma_L, Sigma_R; Gamma = -2 Im Sigma
    d[j] = E + i*eta - 2t - U[j]
    d[1] -= Sigma_L;  d[N] -= Sigma_R
    g[1] = 1/d[1]
    for j = 2..N:      g[j] = 1/(d[j] - t^2 g[j-1])
    h[N] = 1/d[N]
    for j = N-1..1:    h[j] = 1/(d[j] - t^2 h[j+1])
    GN[N] = g[N]
    for j = N-1..1:    GN[j] = -t g[j] GN[j+1]
    G1[1] = h[1]
    for j = 2..N:      G1[j] = -t h[j] G1[j-1]
    T = Gamma_L Gamma_R |G1[N]|^2
    for j = 1..N-1:
        n = Gamma_L f_L G1[j+1] conj(G1[j])
          + Gamma_R f_R GN[j+1] conj(GN[j])
        J[j] = 2 t Im(n)
    add weight * J to the energy integral
```

Time and memory are $O(N)$ per energy, against $O(N^3)$ time for dense inversion. The two columns agree with dense inversion in a test on the biased barrier below.

**Stability.** If the left lead is open, $\mathrm{Im}(1/g_1)=\eta+\Gamma_L/2>0$. A number whose inverse has positive imaginary part has negative imaginary part itself, so $-t^2g_{j-1}$ contributes positively to $\mathrm{Im}(1/g_j)$. By induction no pivot of the left sweep vanishes; an open right lead protects the other sweep in the same way. No artificial $\eta$ is needed.

The protection weakens behind a thick barrier. For $\eta=0$,

$$\mathrm{Im}(1/g_j)=t^2|g_{j-1}|^2\,\mathrm{Im}(1/g_{j-1}),$$

and deep inside a uniform barrier with decay constant $\kappa$, $t|g|$ tends to $e^{-\kappa a}$. The imaginary part falls by $e^{-2\kappa a}$ per site. Once it is very small, the pivot $1/g_j$ can come close to zero when $E$ meets a level of the chain cut after site $j$, confined between the barrier and the cut. A small but nonzero pivot need not spoil the columns, because $g_jg_{j+1}=1/(d_{j+1}/g_j-t^2)$ stays finite and tends to $-1/t^2$. If a lead is closed, its sweep has no such guarantee; for the current at $\eta=0$, energies where either lead is closed can be skipped, since $T=0$. They cannot be skipped for the density, which an open lead still fills.

## Flat band

For $U_j=0$ and equal leads, $\psi_j=e^{ika(j-1)}$ satisfies every grid equation with $r=0$. Hence $i\Gamma G_{N1}=e^{ika(N-1)}$ and

$$T=\Gamma^2|G_{N1}|^2=1$$

at every energy inside the band. This is a property of the grid itself, not a limit of small $a$.

The test is sensitive to the contacts. Suppose $e^{ika}$ in $\Sigma$ is replaced by $s=1+i\tilde ka$, with the continuum wave number $\tilde k=\sqrt{2mE}/\hbar$. Place the phase origin at the last site. The contact then demands $e^{ika}+re^{-ika}=s(1+r)$, so

$$r=\frac{s-e^{ika}}{e^{-ika}-s}\approx\frac{(ka)^2/2}{-2ika}=\frac{i\,ka}{4}.$$

Two such contacts can add their amplitudes, so to leading order $1-T$ is at most $4|r|^2=(ka)^2/4$.

## Rectangular barrier on the grid

Let sites $1,\dots,M$ be raised by $U_0$, between flat regions at zero energy. Inside, $\psi_{j+1}=2c\,\psi_j-\psi_{j-1}$ with

$$c=\cos qa=\cos ka+\frac{U_0}{2t}.$$

Define $S_l=\sin(lqa)/\sin(qa)$, which obeys the same recurrence with $S_0=0$, $S_1=1$. Put $z=e^{ika}$. The flat-region equations at sites 0 and $M+1$ extend the plane-wave forms to sites 1 and $M$, so

$$\psi_0=1+r,\quad \psi_1=z+r/z,\quad \psi_M=\tau,\quad \psi_{M+1}=\tau z,$$

with $|\tau|^2=T$, since both sides have the same velocity. Running the recurrence backwards from the right,

$$\psi_1=\tau(S_M-zS_{M-1}),\qquad \psi_0=\tau(S_{M+1}-zS_M).$$

The combination $\psi_1-\psi_0/z$ removes $r$:

$$2i\sin ka=\tau\,(2S_M-zS_{M-1}-z^{-1}S_{M+1}).$$

Now $S_{M+1}+S_{M-1}=2cS_M$ and $S_{M+1}-S_{M-1}=2\cos(Mqa)$. With $C=\cos ka$ the bracket becomes

$$2S_M(1-Cc)+2i\sin ka\cos(Mqa).$$

Taking squared moduli and using $\cos^2(Mqa)=1-(1-c^2)S_M^2$,

$$\frac1T=1+\frac{S_M^2}{\sin^2ka}\left[(1-Cc)^2-(1-C^2)(1-c^2)\right].$$

Expansion reduces the square bracket to $(c-C)^2=(U_0/2t)^2$. Hence

$$T=\left[1+\left(\frac{U_0}{2t\sin ka}\right)^2\frac{\sin^2(Mqa)}{\sin^2(qa)}\right]^{-1}.$$

Since $S_M$ is a polynomial in $c$, the result also covers tunnelling, where $q=i\kappa$ and sines become hyperbolic sines, and the barrier top, where $S_M=M$. A solver should reproduce this formula to rounding error at finite $a$.

## Continuum limit and its error

At fixed $L=Ma$, $\sin ka\to ka$, $S_M\to\sin(qL)/(qa)$ and $U_0/2t=mU_0a^2/\hbar^2$. The spacing cancels. With $k^2q^2=4m^2E(E-U_0)/\hbar^4$,

$$T=\left[1+\frac{U_0^2\sin^2(qL)}{4E(E-U_0)}\right]^{-1}.$$

As $E\to U_0$, $\sin^2(qL)\to q^2L^2$ and $T\to[1+mU_0L^2/(2\hbar^2)]^{-1}$.

The grid wave number is $(2/a)\arcsin(\tilde ka/2)$, which is even in $a$, and likewise for $q$. The squared factors in $T$ are then even too, so the error starts at $a^2$, except at isolated energies where that term cancels.

At $E=U_0/2$ the coefficient is short. Let $\varepsilon=U_0/4t$, so $\cos ka=1-\varepsilon$ and $c=1+\varepsilon$. Then $\sin^2ka\,\sinh^2\hat\kappa a=4\varepsilon^2-\varepsilon^4$, where $\hat\kappa$ is the grid decay constant, and the prefactor $(U_0/2t)^2=4\varepsilon^2$ differs from this product only at relative order $a^4$. What remains is $T\approx1/\cosh^2\hat\kappa L$ with

$$\hat\kappa=\frac2a\,\mathrm{arsinh}\frac{\kappa a}{2}\approx\kappa\left(1-\frac{\kappa^2a^2}{24}\right),$$

$$\frac{\delta T}{T}\approx2\kappa L\tanh(\kappa L)\,\frac{\kappa^2a^2}{24}.$$

The grid wave decays too slowly, so tunnelling is overestimated here.

## Worked example

The round parameters are $m=0.30\,m_e$, a 12 nm channel, and a central barrier with $L=4$ nm and $U_0=0.10$ eV. With $a=0.20$ nm, $N=60$ and $M=20$. Then $\hbar^2/2m=0.126999$ eV nm² and $t=0.126999/0.04=3.175$ eV.

**Flat band.** Between 0.01 and 0.30 eV, $T$ differs from one by at most about $10^{-14}$. With the approximate contacts it falls to 0.9815. At 0.30 eV, $(\tilde ka)^2=0.30\times0.04/0.126999=0.0945$, so the leading estimate allows a loss of 0.024; the observed largest loss, 0.0185, lies within it.

**Barrier.** The Green function and the grid formula agree to all printed digits:

| $E$ (eV) | $T$, grid | $T$, continuum |
|---|---|---|
| 0.05 | 0.02617 | 0.02608 |
| 0.10 | 0.23954 | 0.24099 |
| 0.15 | 0.89479 | 0.89585 |

At 0.05 eV, $4E(U_0-E)=U_0^2$, so the continuum result is $1/\cosh^2\kappa L$ with $\kappa L=0.62746\times4=2.510$. The error formula gives $5.020\times0.987\times0.01575/24=0.00325$ relative to $T$, or $8.5\times10^{-5}$ absolute; the computed error is $8.4\times10^{-5}$. Successive halvings of $a$ from 0.40 nm reduce the error by 3.94, 3.99 and 4.00.

At the barrier top the sign reverses. There $S_M=M$ and $\sin^2ka=2\delta-\delta^2$ with $\delta=U_0/2t=0.0157$, so $1/T-1=\delta M^2/(2-\delta)$. This exceeds the continuum value $\delta M^2/2$ by about 0.8%, which lowers $T$ by 0.6%.

Grid resonances occur where $S_M=0$, at $qa=\pi\nu/M$ with $\nu=1,\dots,M-1$, provided the energy lies inside the lead band. The first lies at 0.17818 eV, against 0.17834 eV in the continuum, and $T=1$ there.

**Bias.** A 0.02 V bias lowers the right band edge and chemical potential by 0.02 eV, with a linear potential drop across the barrier. At 300 K the chemical potentials are 0.05 and 0.03 eV. For $E=0.05$ eV,

$$J=0.041669\,(0.500000-0.315693)=0.00768,$$

and every bond agrees to about $10^{-15}$.

The exact transmission of this potential involves Airy functions. As a reference that also works for other shapes, the continuum Schrödinger equation is integrated numerically backwards from $\psi=1$, $\psi'=ik_R$ at the right barrier edge. At the left edge the incident amplitude is $B=\tfrac12(\psi+\psi'/ik_L)$, and $T=k_R/(k_L|B|^2)$; the velocity ratio converts amplitudes to flux. Over four energies, the norm of the grid error falls by 4.02 when $a$ is halved from 0.20 nm.

For the energy integral, $E=s^2$ removes the square-root behaviour at the left band edge. A flat band with unequal chemical potentials tests the weights and the normalization of the bond current. It tests neither the factor $2e/h$, which multiplies both routes alike, nor the treatment of the band edge, where its $T$ stays at one. The reference value is known, because $\int_0^\infty f\,dE=k_BT_{\rm th}\ln(1+e^{\mu/k_BT_{\rm th}})$, with $T_{\rm th}$ the temperature. Both routes give 1274.08 nA. The biased barrier carries 164.4 nA on the grid and 164.9 nA in the continuum, a difference of 0.30%. The relative spread over bonds is near $10^{-14}$: conservation to rounding error coexists with a much larger discretization error. The rounding error of a bond current is absolute, set by the size of $n$; for a barrier so opaque that $T$ nears machine precision it swamps $J$, and the current must be taken from $T(f_L-f_R)$ instead.

## Failure modes

**Absorption in the channel.** Adding $\eta=1$ meV to the channel energy looks harmless beside $t$. For the unbiased barrier at 0.05 eV, with $f_L=1$ and $f_R=0$, the entering current is 0.1482 and the leaving current 0.0229. The difference, 0.1253, equals $2\eta\sum_jn_{jj}$: about 85% of the entering current is absorbed. While it is small, the loss scales with $\eta$ times the number of occupied sites, divided by $\Gamma=0.795$ eV. For the entering and leaving currents to agree, it must be small compared with the transmission, which is only 0.026 here. In front of the barrier, 20 sites carry an incident and a reflected wave, so $|\psi|^2$ is roughly 2 and the loss there is roughly $2\times0.001\times20\times2/0.795=0.10$. A scattering model that conserves particles must reinject this flux.

**Misplaced barrier edges.** Counting $M$ raised sites as a width $(M-1)a$ shortens the reference barrier by one cell. At 0.05 eV this raises the continuum $T$ by about 28%, since $\cosh^2(2.510)/\cosh^2(2.384)\approx1.28$. Neither conservation nor the flat band can see this fault, nor can the grid formula, which contains the width only through the site count $M$. Comparison with the continuum formula at the intended width can: the 28% mismatch far exceeds the 0.3% grid error.

**Coarse grids.** The parabolic band requires $ka$, $|q|a\ll1$. A solver can match the grid formula perfectly and still be far from the continuum, so refinement at fixed $L$ remains necessary. The numerical output gives the full set of values.

## Numbers as computed

```
effective mass = 0.30 m_e
channel length = 12.0 nm, sites = 60
barrier width = 4.0 nm, barrier sites = 20
barrier height = 0.10 eV
grid spacing = 0.20 nm
hbar^2/(2m) = 0.126999 eV nm^2
hopping t = 3.17499 eV
lead wave number at 0.05 eV = 0.62746 1/nm
Sigma at 0.05 eV = -3.14999 -0.39765 i eV
Gamma at 0.05 eV = 0.79530 eV
flat band, 0.01 to 0.30 eV: max |T-1| = 1.2e-14
flat band, approximate contacts: min T = 0.981456
E = 0.05 eV: T Green = 0.026166, grid formula = 0.026166, continuum = 0.026081
E = 0.10 eV: T Green = 0.239543, grid formula = 0.239543, continuum = 0.240986
E = 0.15 eV: T Green = 0.894791, grid formula = 0.894791, continuum = 0.895851
first resonance: grid = 0.178179 eV, continuum = 0.178340 eV
T at grid resonance = 1.00000000
E = 0.05 eV, a = 0.40 nm: T = 0.02641388, error = 3.325e-04
E = 0.05 eV, a = 0.20 nm: T = 0.02616574, error = 8.437e-05
E = 0.05 eV, a = 0.10 nm: T = 0.02610254, error = 2.117e-05
E = 0.05 eV, a = 0.05 nm: T = 0.02608667, error = 5.297e-06
error ratios on halving a = 3.941, 3.985, 3.996
bias = 0.02 V, temperature = 300 K
kT = 0.025852 eV
chemical potentials = 0.05, 0.03 eV
biased barrier error ratio on halving a = 4.019
biased T at 0.05 eV = 0.041669
occupations at 0.05 eV: left = 0.500000, right = 0.315693
spectral current T(fL-fR) at 0.05 eV = 0.00767979
largest bond deviation at 0.05 eV = 1.1e-15
current prefactor 2e^2/h = 77480.917 nA/V
flat-band test current: quadrature = 1274.0807 nA, closed form = 1274.0807 nA
barrier current, grid = 164.4338 nA
barrier current, continuum = 164.9311 nA
relative difference = -0.3015 percent
relative spread over bonds = 2.5e-14
absorption eta = 1.0 meV, unbiased, E = 0.05 eV
T without absorption = 0.026166
with absorption: entering = 0.148176, leaving = 0.022876
absorbed current 2 eta sum(n) = 0.125299
```
